# Space-Charge-Limited Current in a Trap-Free Insulator: The Mott-Gurney Law

## 1. An insulator that carries current

A film with a wide gap and no dopants has almost no carriers of its own, so Ohm's law with its own carrier density predicts almost no current. If one electrode can easily put carriers into the film, a current flows nevertheless. Each injected carrier brings its charge with it, and this charge opposes the entry of the next one. The electrode has carriers to spare, but electrostatics limits how many the film can hold at a given voltage. What current results?

An estimate shows the form of the answer. Regard the film as a capacitor of thickness $L$ and permittivity $\varepsilon$. At voltage $V$ it holds a charge per area of about $\varepsilon V/L$. Carriers of mobility $\mu$ in a field of about $V/L$ cross it in a time of about $L^2/(\mu V)$. Charge divided by time gives
$$J\sim \varepsilon\mu\,\frac{V^2}{L^3}.$$
The numerical factor requires the actual distribution of field and charge.

## 2. Model and equations

The film fills $0<x<L$, and all quantities depend on $x$ alone. The carriers are holes, injected at $x=0$ and collected at $x=L$; for electrons the signs of charge and field both change and the result is the same. The assumptions are:

- no traps, dopants or carriers of the other sign;
- constant $\varepsilon$ and $\mu$, and a steady state;
- drift alone: diffusion is dropped here and restored in section 6;
- an ohmic injecting contact, meaning one with an unlimited supply of holes.

$V$ is the electrostatic potential at $x=0$ minus that at $x=L$, so that $V=\int_0^L E\,dx$ with $E>0$ pointing along the current.

In a steady state, without recombination, the current density is the same at every $x$:
$$J=q\,p(x)\,\mu\,E(x). \tag{1}$$
The injected holes are the sole charge in the film, so Gauss's law reads
$$\varepsilon\frac{dE}{dx}=q\,p(x). \tag{2}$$

## 3. The field and the meaning of an ohmic contact

Equation (1) gives $qp=J/(\mu E)$. Inserting this in (2) and multiplying by $E/\varepsilon$,
$$E\frac{dE}{dx}=\frac{J}{\varepsilon\mu}.$$
The left side is $\tfrac12\,d(E^2)/dx$ and the right side is constant. Integrating from $0$ to $x$,
$$E(x)^2=E(0)^2+\frac{2J}{\varepsilon\mu}\,x. \tag{3}$$

The contact enters through $E(0)$. By (1), $E(0)=J/[q\mu\,p(0)]$. When the supply is unlimited, $p(0)\to\infty$ at finite $J$, and therefore
$$E(0)=0. \tag{4}$$
The density diverges at the contact while the field vanishes, and their product stays equal to $J/(q\mu)$.

This condition also gives the largest drift current at fixed voltage. By (3), $E$ at every $x$ grows with $E(0)$ at fixed $J$, and grows with $J$ at fixed $E(0)$; so does its integral $V$. If $V$ is held fixed and $E(0)$ is raised, $J$ must fall. A contact so poor that $E(0)=0.3\,V/L$, for instance, passes 0.89 of the current of the ohmic contact, as numerical integration of (1) and (2) shows.

No condition was imposed at $x=L$. The drift equation is of first order in $E$, and $E(0)$ and $J$ determine its solution.

## 4. The current

With (4), the positive root of (3) is
$$E(x)=\sqrt{\frac{2J}{\varepsilon\mu}}\;x^{1/2}.$$
The voltage is its integral. Since $\int_0^L x^{1/2}dx=\tfrac23L^{3/2}$,
$$V=\frac23\sqrt{\frac{2J}{\varepsilon\mu}}\;L^{3/2}. \tag{5}$$
Squaring both sides,
$$V^2=\frac49\cdot\frac{2J}{\varepsilon\mu}\,L^3=\frac89\,\frac{J L^3}{\varepsilon\mu},$$
and solving for $J$,
$$\boxed{J=\frac98\,\varepsilon\mu\,\frac{V^2}{L^3}} \tag{6}$$

This is the Mott-Gurney law. The inverse cube comes from squaring $L^{3/2}$, and that power comes from a field that grows as the square root of distance.

As a test, (1) and (2) were integrated numerically from a small entry field, $10^{-4}\,V/L$, and $J$ was adjusted until the voltage was right. The prefactor came out as 1.125000. Doubling $V$ at fixed $L$, and $L$ at fixed $V$, gave the powers $2.00000$ and $-3.00000$.

## 5. Charge, transit time and the factor nine eighths

From (6), $2J/(\varepsilon\mu)=\tfrac94V^2/L^3$, whose square root is $\tfrac32V/L^{3/2}$. Hence
$$E(x)=\frac32\,\frac VL\sqrt{\frac xL},\qquad
p(x)=\frac{\varepsilon}{q}\frac{dE}{dx}=\frac34\,\frac{\varepsilon V}{qL^2}\sqrt{\frac Lx}. \tag{7}$$
The field at the collecting contact is $3/2$ of the mean field. The density diverges as $x^{-1/2}$ at the injecting contact, but this singularity is integrable. The stored charge per area is
$$Q=\int_0^L qp\,dx=\varepsilon\,[E(L)-E(0)]=\frac32\,\frac{\varepsilon V}{L}.$$
A hole moves at speed $\mu E$, so its transit time is
$$t=\int_0^L\frac{dx}{\mu E}
=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx
=\frac{2L^{3/2}}{3\mu V}\,2L^{1/2}
=\frac43\,\frac{L^2}{\mu V}.$$
The stored charge is replaced once per transit time:
$$\frac Qt=\frac32\cdot\frac34\,\varepsilon\mu\frac{V^2}{L^3}=\frac98\,\varepsilon\mu\frac{V^2}{L^3}.$$
The estimate of section 1 is thus corrected twice. The film holds half as much charge again as the simple capacitor, and the carriers take a third longer to cross, because they start in a weak field.

## 6. Restoring diffusion

The profile (7) is steep near the injecting contact, so diffusion cannot be small there. For non-degenerate carriers the diffusion constant is $D=\mu kT/q$. On the profile (7), where $|dp/dx|=p/(2x)$, the ratio of diffusion current to drift current is
$$\frac{D\,|dp/dx|}{\mu pE}=\frac{kT/q}{2xE}=\frac{kT}{3qV}\left(\frac Lx\right)^{3/2}.$$
It reaches one at $x/L=(kT/3qV)^{2/3}$. The region next to the injecting contact in which the drift solution fails therefore shrinks as $V^{-2/3}$, much more slowly than $kT/qV$. To find the effect on the current, the full equations are needed.

**Scaled equations.** Let
$$s=\frac xL,\quad v=\frac{qV}{kT},\quad F=\frac{qEL}{kT},\quad P=\frac{q^2L^2}{\varepsilon kT}\,p,\quad j=\frac{J L^3}{\varepsilon\mu(kT/q)^2},$$
with a prime for $d/ds$. Gauss's law becomes $F'=P$, and $J=q\mu pE-qD\,dp/dx$ becomes $j=PF-P'$. Together,
$$j=FF'-F''.$$
Both terms on the right are derivatives, so one integration gives
$$\tfrac12F^2-F'=js+c, \tag{8}$$
with $c$ a constant. Now write $F=-2u'/u$. Then $\tfrac12F^2=2u'^2/u^2$ and $F'=-2u''/u+2u'^2/u^2$. The squares cancel in (8), leaving a linear equation:
$$u''=\tfrac12(js+c)\,u. \tag{9}$$

**Contacts.** Let both contacts be unlimited and of the same kind, so that the electrostatic and the applied voltage agree. By (8), $P=F'=\tfrac12F^2-js-c$ can diverge only if $|F|$ does. This requires $u(0)=u(1)=0$, with $u>0$ between. Near the ends $u\approx u'(0)\,s$ and $u\approx|u'(1)|(1-s)$, so $P\approx2/s^2$ and $P\approx2/(1-s)^2$. Points of equal density lie at equal small distances $\delta$ from the two ends. The voltage between them is
$$\int_\delta^{1-\delta}F\,ds=2\ln\frac{u(\delta)}{u(1-\delta)}\;\longrightarrow\; v=2\ln\frac{u'(0)}{|u'(1)|}. \tag{10}$$

**High voltage.** Put $k=(j/2)^{1/3}$ and $z=ks+z_0$ with $z_0=c/(2k^2)$. Equation (9) becomes Airy's equation, $d^2u/dz^2=zu$. The solution that vanishes at $z_1=z_0+k$, the far end, is
$$u=\mathrm{Ai}(z)-\frac{\mathrm{Ai}(z_1)}{\mathrm{Bi}(z_1)}\,\mathrm{Bi}(z).$$
For large $k$ the second coefficient is exponentially small. The condition $u(0)=0$ then places $z_0$ at the first zero of $\mathrm{Ai}$, $a_1=-2.338$; a later zero would make $u$ change sign inside the film. So $u'(0)=k\,\mathrm{Ai}'(a_1)$. At the far end the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ gives $|u'(1)|=k/[\pi\,\mathrm{Bi}(z_1)]$, and (10) becomes
$$v=2\ln\left[\pi\,\mathrm{Ai}'(a_1)\,\mathrm{Bi}(k-|a_1|)\right].$$
For large argument $\mathrm{Bi}(z)\approx\pi^{-1/2}z^{-1/4}\exp(\tfrac23z^{3/2})$. Leaving out logarithms and constants, and expanding $(k-|a_1|)^{3/2}\approx k^{3/2}-\tfrac32|a_1|k^{1/2}$,
$$v\approx\tfrac43k^{3/2}-2|a_1|k^{1/2}.$$
Since $k^3=j/2$, the square of $\tfrac43k^{3/2}$ is $\tfrac{16}{9}\cdot\tfrac j2=\tfrac89j$. Moving the second term to the left and squaring gives
$$\tfrac89j\approx\left(v+2|a_1|k^{1/2}\right)^2\approx v^2\left(1+\frac{4|a_1|k^{1/2}}{v}\right).$$
In the small term the leading relation $k^{1/2}=(3v/4)^{1/3}$ suffices. Therefore
$$j\approx\frac98v^2\left[1+4|a_1|\left(\tfrac34\right)^{1/3}v^{-2/3}\right]=\frac98v^2\left[1+8.50\,v^{-2/3}\right]. \tag{11}$$
The leading term is the Mott-Gurney law, now obtained without assuming $E(0)=0$. The correction is positive and has the power that the estimate above suggested, with a large coefficient. The neglected terms decay slowly: at $v=193$ the bracket in (11) is 1.254, while the full Airy relation gives 1.291.

**Low voltage.** Divide $j=PF-P'$ by $P$ and integrate. The term $P'/P$ contributes nothing, because the end densities are equal, and so
$$v=j\int_0^1\frac{ds}{P}.$$
For $v\to0$ the equilibrium density may be used. With $j=0$, (9) gives $u=\sin\pi s$, hence $F=-2\pi\cot\pi s$ and $P=F'=2\pi^2/\sin^2\pi s$. The integral is $\frac{1}{2\pi^2}\cdot\frac12=\frac1{4\pi^2}$, so
$$j=4\pi^2v,\qquad J=4\pi^2\,\varepsilon\mu\,\frac{kT}{q}\,\frac{V}{L^3}.$$
Carriers that have spread in from the contacts make the film an ohmic conductor. This line meets the square law at $v=32\pi^2/9$, which is 0.91 V at 300 K.

The inverse cube appears here too. For unlimited contacts, (9) and (10) fix $j$ as a function of $v$ alone, and $v$ does not contain $L$. At fixed $V$ and $T$ the current thus scales as $L^{-3}$ at every voltage in this model. An observed inverse cube by itself does not show that the square law has been reached.

## 7. A worked example

Take a hole-only diode with $L=200$ nm, relative permittivity 3, $\mu=10^{-4}$ cm²/Vs and $V=5$ V at 300 K. Then $\varepsilon=3\times8.854\times10^{-14}=2.656\times10^{-13}$ F/cm, and
$$J=\frac98\cdot\frac{(2.656\times10^{-13})(10^{-4})(25)}{(2\times10^{-5})^3}\ \frac{\mathrm A}{\mathrm{cm^2}}=93.4\ \mathrm{mA/cm^2},$$
or 934 A/m². At the same voltage a film of twice the thickness carries an eighth of this, 11.7 mA/cm².

The mean field is 0.25 MV/cm and the field at the collecting contact is 0.375 MV/cm. The stored charge is 0.0996 μC/cm², a mean density of $3.1\times10^{16}$ cm⁻³, and the transit time is 1.07 μs. Their quotient, $0.0996/1.0666=0.0934$ A/cm², returns the current.

Now restore diffusion, with a hole density of $10^{19}$ cm⁻³ at both contacts. Here $v=193.4$. Numerical solution of the drift-diffusion equations gives 117 mA/cm², which is 1.257 times the Mott-Gurney value. At 5 V, two hundred times the thermal voltage, the law is still low by a fifth of the full current.

The solution shows where part of the excess arises. Holes crowd near the injecting contact and the field there points backwards. It passes through zero at 7.9 nm, behind a barrier of 0.089 eV. This plane acts as a virtual source. Beyond it the film is only 192.1 nm thick and the voltage drop is 5.089 V, so the drift law for this remaining part gives a factor
$$\left(\frac{200}{192.1}\right)^3\left(\frac{5.089}{5}\right)^2=1.17.$$
The rest of the 1.257 is the net effect of diffusion beyond the virtual source.

For unlimited contacts the Airy solution gives 1.291 instead. The difference follows from the density near a contact. A finite density $P_c$ matches the profile $2/(s+\delta)^2$ with $\delta=\sqrt{2/P_c}$, as though an unlimited contact stood a distance $\delta L$ behind the real one. By (7) the mean scaled density is $\tfrac32v$, so
$$P_c=\frac32(193.4)\,\frac{10^{19}}{3.108\times10^{16}}=9.3\times10^4,\qquad \delta=0.0046.$$
The equivalent film is longer by $2\delta$, which lowers the current by a factor $(1.0093)^3=1.028$. The two computed values differ by $1.291/1.257=1.027$. The same setback lowers the ohmic slope $j/v$ from $4\pi^2=39.5$ to the computed 38.4.

With unlimited contacts the diffusion excess falls to 10% at 22.6 V. In this 200 nm film that means a mean field of 1.1 MV/cm, for which the drift profile (7) gives 1.7 MV/cm at the collecting contact. A thicker film reaches the same accuracy at the same voltage but in a lower field.

## 8. The law beside a real film

The parameters lie in the range of undoped films of amorphous organic semiconductors, where a mobility of $10^{-4}$ cm²/Vs is a rough value and materials differ by orders of magnitude. Such films have energetic disorder, so the assumptions of constant mobility and no traps are the ones most open to doubt. The estimates below change one assumption at a time, at 5 V and with diffusion left out, and are relative to (6). All their inputs are rough, and the factors should not simply be multiplied.

**Field-dependent mobility.** Let $\mu(E)=\mu_0\exp(\gamma\sqrt E)$ with $\mu_0=10^{-4}$ cm²/Vs and $\gamma=10^{-3}$ (cm/V)$^{1/2}$. Equations (1) and (2) give $J\,dx=\varepsilon\mu(E)E\,dE$, so that
$$JL=\varepsilon\int_0^{E(L)}\mu(E)E\,dE,\qquad JV=\varepsilon\int_0^{E(L)}\mu(E)E^2\,dE.$$
Solved together, these raise the current by a factor of 1.5. A mobility extracted with (6) would exceed the zero-field mobility $\mu_0$ by the same factor. The result is sensitive to $\gamma$: with $3\times10^{-3}$ (cm/V)$^{1/2}$ the factor is 3.6, and with $5\times10^{-3}$ it is 8.5.

**Traps and dopants.** If $N_t=10^{16}$ cm⁻³ deep traps are all filled, their fixed charge adds $qN_t/\varepsilon$ to $dE/dx$. That charge alone takes up $qN_tL^2/(2\varepsilon)=1.2$ V, and the current falls to 0.69 of (6). For deep traps, "trap-free" therefore means a trap density far below the injected density, here $3\times10^{16}$ cm⁻³. Shallow traps are mostly empty and matter far less: with $10^{21}$ sites per cm³, $10^{17}$ cm⁻³ traps 0.1 eV deep leave 0.995 of (6), and the same density 0.2 eV deep leaves 0.83. Ionised acceptors have the opposite charge; $10^{15}$ cm⁻³ of them raise the current by 3%.

**Contacts.** If unequal electrodes take up 0.2 V, the film receives 4.8 V and the current is $(4.8/5)^2=0.92$ of that calculated with 5 V. The contact must also remain a reservoir. With $10^{21}$ sites per cm³ and Boltzmann occupation, an injection barrier of 0.12 eV gives the contact density of $10^{19}$ cm⁻³ used above. At 0.27 eV the contact density has dropped to the mean density in the film, and the contact can no longer be called ohmic at this voltage. With this barrier at both contacts and diffusion included, the current is 0.71 of (6); it is 1.05 of (6) at 0.23 eV and 1.16 at 0.20 eV. These are effective barriers: image-force lowering, about 0.1 eV at the mean field, is not included in the model.

**Heat and breakdown.** The power is $5\times0.0934=0.47$ W/cm². If it leaves through 0.7 mm of glass of conductivity 1 W/(m K) whose back stays at 300 K, the film warms by 3.3 K. With a mobility activation energy of 0.3 eV this raises the mobility by 13%. The larger current in turn dissipates more power, and the self-consistent values are 3.8 K and a factor of 1.155. The largest field of the drift profile (7), 0.375 MV/cm, is about a fifth of a rough breakdown field of 2 MV/cm. Holes that accumulate at the contacts, left out here with diffusion, raise the field there. With a density of $10^{19}$ cm⁻³ at both contacts, the drift-diffusion equations give about 0.69 MV/cm at the collecting contact and 0.55 MV/cm, pointing backwards, at the injecting one. The largest field is then about a third of the breakdown field. These contact fields are rough: they arise in a layer of width $\delta L\approx0.9$ nm, about one site spacing, where a continuum description is at its limit. Disorder also makes $D$ exceed $\mu kT/q$; for a Gaussian density of states of width 0.1 eV the excess is a factor of about 1.6 at $10^{19}$ cm⁻³ and 1.1 at $3\times10^{16}$ cm⁻³, which the results of sections 6 and 7 do not include.

The factor $9/8$ is thus an exact property of the limiting model, while with the inputs used here the current may differ from (6) by tens of per cent. The effects do not all act in the same direction: diffusion raises the current, while filled traps and a poorer contact lower it. They can partly cancel, so a current close to (6) does not by itself show that the assumptions hold. A mobility obtained from (6) inherits that uncertainty, and also any error in $L$ three times over: a thickness wrong by 5% shifts it by about 15%. Most of the computed values are collected in the numerical output below.

## Computed results

```
thickness L: 200 nm
relative permittivity: 3.0
mobility: 1.0e-04 cm2/Vs
voltage: 5.0 V
temperature: 300 K
thermal voltage kT/q: 25.85 mV
prefactor from integrated drift equations: 1.125000
power of V: 2.00000
power of L: -3.00000
Mott-Gurney current: 93.38 mA/cm2
Mott-Gurney current, converted: 933.8 A/m2
current at doubled L: 11.67 mA/cm2
mean field V/L: 0.250 MV/cm
field at L/2: 0.2652 MV/cm
field at collecting contact: 0.3750 MV/cm
hole density at L/2: 2.198e+16 cm^-3
mean hole density: 3.108e+16 cm^-3
stored charge: 0.0996 uC/cm2
transit time: 1.0666 us
current ratio, entry field 0.3 V/L: 0.8925
scaled voltage qV/kT: 193.4
contact hole density: 1.0e+19 cm^-3
drift-diffusion current / law: 1.2571
drift-diffusion current: 117.4 mA/cm2
same ratio, unlimited contacts (Airy): 1.2911
first zero of Ai: -2.3381
coefficient of v^(-2/3): 8.497
leading correction at this v: 0.2541
virtual source position: 7.9 nm
virtual source barrier: 0.089 eV
voltage for 10% diffusion excess: 22.6 V
low-voltage slope j/v, numerical: 38.40
low-voltage slope 4 pi^2: 39.48
crossover voltage: 0.907 V
field factor (rough): 1.0e-03 (cm/V)^(1/2)
current ratio, field-activated mobility: 1.525
deep trap density (rough): 1e+16 cm^-3
trap-filling voltage: 1.21 V
current ratio, all traps filled: 0.691
background doping (rough): 1e+15 cm^-3
current ratio, doped film: 1.032
contact offset (rough): 0.2 V
current ratio if offset is ignored: 0.922
site density (rough): 1e+21 cm^-3
barrier giving the contact density: 0.119 eV
barrier where p(0) = mean density: 0.268 eV
dissipated power: 0.467 W/cm2
glass thickness (rough): 0.7 mm
glass conductivity (rough): 1.0 W/(m K)
temperature rise across glass: 3.3 K
mobility activation energy (rough): 0.3 eV
mobility ratio after heating: 1.133
breakdown field (rough): 2 MV/cm
largest field / breakdown field: 0.187
```
